# Quadrupole and Dipole Strengths at the Iron K Edge

## Definitions and conventions

An iron atom absorbs an x-ray photon and a 1s electron is promoted to an empty orbital. Hartree atomic units are used, with conversions to electronvolts where useful. The photon has energy $\omega$, polarization $\boldsymbol\epsilon$ (real, unit length) and wave vector $\mathbf k=k\hat{\mathbf k}$, where $k=\alpha\omega$, $\alpha$ is the fine-structure constant and $\boldsymbol\epsilon\cdot\mathbf k=0$.

Orbitals are $\psi(\mathbf r)=[u(r)/r]\,Y_{lm}(\mathbf n)$ with $\mathbf n=\mathbf r/r$ and real $Y_{lm}$. Three radial quantities enter:

$$r_{1s}=\int u_{1s}^2\,r\,dr,\qquad D=\int u_p\,r\,u_{1s}\,dr,\qquad Q=\int u_{3d}\,r^2\,u_{1s}\,dr .$$

The model has one active electron, is nonrelativistic, and takes spherical, spin-unpolarized orbitals. The target is the ratio $\rho$ of quadrupole strength into a completely empty d shell to dipole strength into a completely empty p shell. Partly filled shells and continuum states are treated afterwards.

## Back of the envelope

The photon field varies as $e^{i\mathbf k\cdot\mathbf r}=1+i\mathbf k\cdot\mathbf r+\dots$. The first term drives dipole transitions and the second brings in quadrupole transitions. Their amplitudes should differ by about $k$ times the size of the 1s orbital, so the intensities should differ by $(kr_{1s})^2$.

For a bare nucleus, $r_{1s}=3/(2Z)$ and $\omega\approx Z^2/2$, so

$$kr_{1s}\approx\alpha\,\frac{Z^2}{2}\,\frac{3}{2Z}=\frac34\,\alpha Z .$$

This is 0.14 for $Z=26$. The atomic calculation described below gives a smaller excitation energy because of screening, with $k=1.89$ bohr$^{-1}$ and $r_{1s}=0.0592$ bohr. Hence $kr_{1s}=0.112$ and $(kr_{1s})^2=0.0126$.

A one-percent ratio looks reasonable, but two things are missing. The angular and multipole factors turn out to be $1/20$, which would reduce the estimate to $6.3\times10^{-4}$. Against this, the integrals $D$ and $Q$ do not sample the 1s orbital at its mean radius, and the 3d and 4p orbitals have different amplitudes near the nucleus. Both effects must be worked out.

## The transition operator

In first-order perturbation theory the absorption cross section is

$$\sigma(\omega)=\frac{4\pi^2\alpha}{\omega}\sum_f|M_f|^2\,\delta(E_f-E_i-\omega),\qquad M_f=\langle f|e^{i\mathbf k\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p|i\rangle .$$

To first order in $k$ the operator is $\boldsymbol\epsilon\cdot\mathbf p+i(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)$. Take both states as eigenstates of $H=p^2/2+V(r)$. Since $[H,\mathbf r]=-i\mathbf p$,

$$\langle f|\boldsymbol\epsilon\cdot\mathbf p|i\rangle=i\langle f|[H,\boldsymbol\epsilon\cdot\mathbf r]|i\rangle=i\omega\langle f|\boldsymbol\epsilon\cdot\mathbf r|i\rangle .$$

The next term is split into parts symmetric and antisymmetric under exchange of $\mathbf k$ and $\boldsymbol\epsilon$:

$$(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)=\tfrac12\big[(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)+(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\big]+\tfrac12(\mathbf k\times\boldsymbol\epsilon)\cdot\mathbf L .$$

The last part is the magnetic-dipole term, with $\mathbf L=\mathbf r\times\mathbf p$. It vanishes here because $\mathbf L$ acting on an s orbital gives zero. For the symmetric part, the product rule for commutators gives

$$[H,(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf r)]=-i(\mathbf k\cdot\mathbf p)(\boldsymbol\epsilon\cdot\mathbf r)-i(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p).$$

In the first product the factors may be reordered, since their commutator is $-i\,\mathbf k\cdot\boldsymbol\epsilon=0$. The symmetric part is therefore $\tfrac{i}{2}[H,(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf r)]$, with matrix element $\tfrac{i\omega}{2}\langle f|(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf r)|i\rangle$. Collecting terms,

$$M_f=i\omega\,\langle f|\,\boldsymbol\epsilon\cdot\mathbf r+\tfrac{i}{2}(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)\,|i\rangle .$$

The factor $1/2$ becomes $1/4$ in the intensity. The common factor $\omega^2$ cancels from the ratio when the small energy difference between the 3d and p final states is neglected beside $\omega$.

There is also a term of order $k^2$ in the amplitude for p final states. Its interference with the dipole amplitude changes the p intensity by a relative amount of order $(kr)^2$, comparable with the quadrupole intensity. It appears at the energies of the p states, however, and adds nothing to a line of pure d character.

## The angular factors and the ratio

For a 1s initial state the angular part is $1/\sqrt{4\pi}$. The function $\boldsymbol\epsilon\cdot\mathbf n$ contains $l=1$ alone, so completeness of the three p harmonics gives

$$\sum_m\left|\int Y_{1m}\frac{\boldsymbol\epsilon\cdot\mathbf n}{\sqrt{4\pi}}\,d\Omega\right|^2=\int\frac{(\boldsymbol\epsilon\cdot\mathbf n)^2}{4\pi}\,d\Omega=\frac13 .$$

Because $\boldsymbol\epsilon\perp\mathbf k$, the function $(\boldsymbol\epsilon\cdot\mathbf n)(\hat{\mathbf k}\cdot\mathbf n)$ is traceless and contains $l=2$ alone. With $\boldsymbol\epsilon$ along $x$, $\hat{\mathbf k}$ along $z$ and $\mu=\cos\theta$, the sum over the five d harmonics is

$$\frac{1}{4\pi}\int n_x^2n_z^2\,d\Omega=\frac12\cdot\frac12\int_{-1}^{1}(1-\mu^2)\mu^2\,d\mu=\frac14\cdot\frac4{15}=\frac1{15}.$$

One factor $1/2$ is the average of $\cos^2\phi$ and the other belongs to the average over $\mu$. The shell strengths are thus $D^2/3$ and $(k^2/4)(Q^2/15)=k^2Q^2/60$, and

$$\boxed{\rho=\frac{k^2Q^2}{20D^2}=\frac{(kr_{1s})^2}{20}\left(\frac{Q}{r_{1s}D}\right)^2}$$

The spin factors are equal in the two channels and cancel. If the 3d shell has $n_h$ holes out of ten, distributed evenly over the orbitals or averaged over orientation, its strength is multiplied by $n_h/10$.

This result was tested against the full operator $e^{i\mathbf k\cdot\mathbf r}\boldsymbol\epsilon\cdot\mathbf p$ with hydrogenic 1s, 3d and 4p states. Each $|M_f|^2$ was divided by the square of its own transition energy before the ratio was taken, because the formula neglects the difference between the two energies. For $Z=1$, where $kr$ is tiny, the two agree to a few parts in $10^5$. For $Z=26$ the full ratio is 0.984 times the formula. In that model the neglected powers of $k$ therefore cost about 1.6 percent of $\rho$.

## Where the radial integrals come from

How the radial factor depends on the final orbitals can be seen in a limit that is solvable by hand. Close to the nucleus, replace the potential by $-Z/r$ and neglect the valence energy beside it. The radial equation becomes

$$u''=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}\right]u .$$

Insert $u=C\,r^{l+1}\sum_j a_jr^j$ with $a_0=1$. Equating powers gives $j(j+2l+1)a_j=-2Z\,a_{j-1}$, hence

$$a_j=\frac{(-2Z)^j(2l+1)!}{j!\,(2l+1+j)!}.$$

Use $u_{1s}=2Z^{3/2}re^{-Zr}$, and call the constant $C$ by the name $A$ for p and $B$ for d. Since $\int_0^\infty r^ne^{-Zr}dr=n!/Z^{n+1}$, the dipole integral is

$$D=2Z^{3/2}A\,\frac{3!}{Z^5}\sum_j\frac{(-2)^j(4+j)}{j!}=2Z^{3/2}A\,\frac{6}{Z^5}(4-2)e^{-2}=\frac{24e^{-2}A}{Z^{7/2}} .$$

The factor $4+j$ is $(4+j)!/(3+j)!$, and the sum uses $\sum_j x^j/j!=e^x$ and $\sum_j jx^j/j!=xe^x$ at $x=-2$. In the same way,

$$Q=2Z^{3/2}B\,\frac{5!}{Z^7}\sum_j\frac{(-2)^j(6+j)}{j!}=2Z^{3/2}B\,\frac{120}{Z^7}(6-2)e^{-2}=\frac{960e^{-2}B}{Z^{11/2}} .$$

Therefore

$$\frac QD=\frac{40}{Z^2}\,\frac BA,\qquad \frac{Q}{r_{1s}D}=\frac{80}{3Z}\,\frac BA .$$

Within this limit, and for a given $Z$, each integral is a fixed number times the leading coefficient, $A$ or $B$, of the final wave near the nucleus. The compact 3d orbital has a large $B$. A diffuse p orbital spreads its norm over a large volume and has a small $A$. The naive estimate contains neither amplitude. The limit shows this dependence, but it does not give the size of the integrals in iron. With the amplitudes $A$ and $B$ of the iron 4p and 3d orbitals used below, the closed forms give only about 0.57 of $D$ and 0.43 of $Q$, because screening is not negligible on the scale of the 1s energy. The numbers below therefore come from the full atomic potential.

Energy independence can be checked separately. At $r=0.2$ bohr the screened attraction is still about 74 hartree, while the bound 4p orbital and the continuum wave used below differ by 0.57 hartree. Their amplitude ratio near 0.02 bohr is 0.612 and their dipole-integral ratio is 0.609. The agreement, to about half a percent, is a test of this proportionality in the screened potential.

## What PAW contributes

In the projector augmented-wave method the all-electron orbital is recovered from the smooth orbital $\tilde\psi$ by

$$\psi=\tilde\psi+\sum_i(\varphi_i-\tilde\varphi_i)\langle\tilde p_i|\tilde\psi\rangle .$$

Here $\varphi_i$ and $\tilde\varphi_i$ are all-electron and smooth partial waves, and $\tilde p_i$ are projectors. If the partial-wave set is complete enough, then $\tilde\psi=\sum_i\tilde\varphi_i\langle\tilde p_i|\tilde\psi\rangle$ inside the augmentation sphere. The smooth terms cancel there, leaving $\psi=\sum_i\varphi_i\langle\tilde p_i|\tilde\psi\rangle$. If the core orbital is negligible outside the sphere,

$$\langle\psi|O|1s\rangle=\sum_i\langle\tilde\psi|\tilde p_i\rangle\langle\varphi_i|O|1s\rangle .$$

The atomic integrals are computed once, and the solid enters through the projector coefficients. In iron both radial integrals are complete inside 1 bohr to the printed precision, so a sphere larger than this meets the localization condition.

The expansion was tested on a continuum p wave. Two waves at neighbouring energies were fitted to it between 1.7 and 2.1 bohr, and their dipole integrals were combined with the fitted coefficients. The result is 1.0007 times the direct integral. The fit stands in for projectors; it shows that information near the sphere boundary fixes the core matrix element when the energy interval is narrow.

## Numbers for iron

The example is a free iron atom in the local-density approximation with VWN correlation. The initial state has the configuration $3d^64s^2$, the ground configuration of the real atom; in this spherical, spin-unpolarized model $3d^74s^1$ lies about 0.04 hartree lower. Final orbitals come from the self-consistent configuration $1s^13d^74s^2$, so the 3d orbital is relaxed in the presence of the core hole. The p orbitals are taken in the same potential, although it contains a 3d electron that a true 1s-to-p excitation would not add. The initial 1s orbital is that of the ground state. The two potentials differ, so the commutator step is not an identity for these orbitals. The length form of the operator is adopted as part of the model.

The difference of total energies is $\omega=259.2$ hartree, or 7.05 keV. A half-excited transition-state calculation agrees within 0.02 hartree. With

$$Q=9.12\times10^{-4}\ \text{bohr}^2,\qquad D=2.29\times10^{-3}\ \text{bohr}$$

for the bound atomic 4p orbital, the radial factor is

$$\left(\frac{9.12\times10^{-4}}{0.0592\times2.29\times10^{-3}}\right)^2\approx45,$$

and $\rho\approx6.28\times10^{-4}\times45.4=0.0285$. With four 3d holes the integrated ratio is $0.4\times0.0285=0.011$. The naive value 0.0126 is close to this because the factors $1/20$, $45$ and $0.4$ nearly compensate. That is a numerical coincidence of this choice of p orbital, as the other normalizations show.

With ground-state 3d and 4p orbitals, $\rho$ falls to 0.021. Most of the difference comes from $Q$: its square rises by a factor $(9.12/8.00)^2=1.30$ in the core-hole configuration, while the mean 3d radius shrinks from 1.13 to 1.06 bohr. Evaluated as a one-electron integral, the 4p integral changes little; it even decreases by 2 percent. It is more sensitive to where the excited electron is placed. In its own configuration, $1s^13d^64s^24p^1$, the 4p orbital is more tightly bound, $D$ rises to $2.89\times10^{-3}$ bohr, and $\rho$ becomes about 0.018.

Mixing orbitals from two potentials has a cost. The velocity form of the operators gives $\rho=0.0277$ instead of 0.0285. More importantly, the core-hole 4p orbital is not orthogonal to the occupied ground-state 2p and 3p orbitals, whose dipole integrals with 1s are much larger. Adding the small amounts of core-hole 2p and 3p (about 0.005 and 0.019) that remove this overlap raises $D$ to $2.77\times10^{-3}$ bohr and lowers $\rho$ to about 0.019, below the ground-state-orbital value. The one-electron model leaves such terms out, in the continuum integrals below as well, so $\rho$ for the atomic 4p is known only to lie near 0.02 to 0.03.

## Which p wave?

The atomic 4p orbital has only 20 percent of its norm inside a sphere of radius 2.7 bohr, a round value chosen for this example. The 3d orbital has 98 percent. In a solid, strength is naturally expressed per unit of projected weight inside such a sphere. Dividing each squared integral by the corresponding weight changes the atomic result to

$$0.0285\times\frac{0.204}{0.976}=0.0060 .$$

For a p wave 0.52 hartree above the zero of the potential, normalized in the same sphere, $D=6.52\times10^{-3}$ bohr and $\rho=0.0036$. Of the total reduction by about eight, a factor 4.8 is therefore normalization, and the remaining 1.7 is the change of wave inside the sphere.

These ratios answer different questions. The value 0.028 compares two complete atomic shells in one common potential. The value 0.0036 compares equal amounts of d and p character in a sphere, for a p wave at the one energy chosen here; it changes with that energy because the shape of the wave inside the sphere changes, and with the radius, from 0.0021 at 2.0 bohr to 0.0037 at 3.0 bohr. Neither is yet the height of a pre-edge peak relative to the main edge.

## Peak height against the edge step

The main absorption above the edge is spread over a continuum, so it needs a strength per unit energy. In a large box of radius $R$, a normalized p wave of momentum $\kappa=\sqrt{2E}$ has asymptotic amplitude $\sqrt{2/R}$. The wall condition $\kappa R=n\pi+\text{const}$ gives $dn/dE=R/(\pi\kappa)$ for large $R$. The squared amplitude per unit energy is $2/(\pi\kappa)$, independent of the box. Let $D_\varepsilon$ be the dipole integral with this normalization. The continuum strength per hartree is then $D_\varepsilon^2/3$.

The pre-edge line has integrated strength $(n_h/10)k^2Q^2/60$. A Lorentzian of unit area and full width $\Gamma$ at half maximum has height $2/(\pi\Gamma)$. Hence

$$\frac{\text{peak}}{\text{step}}=\frac{n_h}{10}\,\frac{k^2Q^2}{20\,D_\varepsilon^2}\,\frac{2}{\pi\Gamma}.$$

At 0.52 hartree, $D_\varepsilon^2=2.33\times10^{-5}$ bohr$^2$/hartree. The box calculation and an independent outward integration matched to free waves agree on this value. For a chosen width of 1.5 eV the Lorentzian height is 11.5 hartree$^{-1}$. With $k^2Q^2/20=1.49\times10^{-7}$ bohr$^2$,

$$\frac{\text{peak}}{\text{step}}=\frac{0.4\times1.49\times10^{-7}\times11.5}{2.33\times10^{-5}}\approx0.03 .$$

A pure quadrupole pre-edge peak is thus a few percent of the step in this atomic model. The height varies as $1/\Gamma$ while the area does not. If multiplet or crystal-field splitting spreads the 3d strength over more than $\Gamma$, the peak becomes lower still. If the 3d shell is full, $n_h=0$ and the line disappears.

## How little p character competes

Suppose the final orbital is mainly d but has a p weight $\beta$ on the absorbing atom:

$$\psi=\sqrt{1-\beta}\,\psi_d+\sqrt\beta\,\psi_p .$$

Averaged over orientation, the five d orbitals share their shell strength equally, so one of them has $k^2Q^2/300$. One p orbital has $D^2/9$. For real orbitals the dipole term is real and the quadrupole term imaginary inside the matrix element, apart from a common factor, so their intensities add without interference. The two contributions are equal when

$$\beta\frac{D^2}{9}=(1-\beta)\frac{k^2Q^2}{300},\qquad\text{or}\qquad \frac{\beta}{1-\beta}=\frac{3k^2Q^2}{100D^2}=0.6\,\rho .$$

Since $\beta$ is small, $\beta/(1-\beta)$ is replaced by $\beta$ below and in the printed output. With the sphere-normalized continuum wave, $\beta\approx0.6\times0.0036=0.0022$. With the renormalized atomic 4p shape it is $0.6\times0.0060=0.0036$. Counted inside the sphere, a few tenths of a percent of p weight is enough to double the pre-edge intensity in this model, and one percent makes the dipole part dominant. The figure depends on how the weight is defined: for a p wave at the 3d energy it runs from 0.12 to 0.68 percent as the radius goes from 2.0 to 3.0 bohr, and for the whole atomic 4p orbital it is $0.6\times0.0285$, or 1.7 percent.

Symmetry decides whether this admixture is present. For a localized orbital with definite parity about a static inversion centre, p and d character on the central atom cannot mix. Without inversion they can mix if the site symmetry allows it. At a tetrahedral site the $xy$, $yz$ and $zx$ orbitals can mix with p orbitals, while the $3z^2-r^2$ and $x^2-y^2$ orbitals cannot. Vibrations that remove the inversion centre can also admit p character. A Bloch state at a general crystal momentum need not have definite parity even in a centrosymmetric crystal, so the d bands of a metal may carry p weight and absorb through the dipole term. A small pre-edge peak is therefore not by itself proof of a pure quadrupole transition.

## Comparison and range of validity

| Estimate | Ratio |
|---|---:|
| $(kr_{1s})^2$ | 0.013 |
| $(kr_{1s})^2/20$ | 0.0006 |
| Full shells, atomic 4p | 0.028 |
| Equal sphere weights, continuum p | 0.004 |
| Peak to step, four holes, 1.5 eV | 0.03 |

The first line contains the right small parameter, $kr_{1s}$, but it does not predict the ratios below it. The pre-edge is weak because of $(kr_{1s})^2$ and the factor $1/20$, and the limited number of holes reduces its strength further. The radial integrals work in the opposite direction: for each p wave considered here they favour the quadrupole channel relative to the estimate based on $r_{1s}$.

The parameter $kr_{1s}$ grows roughly as $\alpha Z$, so both the expansion in $k$ and the nonrelativistic treatment worsen for heavier atoms. For iron, a one-percent error in $\omega$ changes $k^2$ by two percent, much less than the spread of $\rho$, from about 0.018 to 0.028, among the treatments of the core hole considered above. Multiplets, spin polarization and solid-state bands are also absent. The results are estimates of scale; a spectrum requires the projected densities of states and their splittings. The numerical output below gives further digits and checks.

## Computed results

```
Nuclear charge: 26
Excitation energy: 259.210 hartree = 7053.5 eV
Transition-state energy: 259.225 hartree
Photon wave number k: 1.8915 bohr^-1
Mean 1s radius: 0.05924 bohr
k times mean 1s radius: 0.11206
(k r_1s)^2: 0.012558
(k r_1s)^2 / 20: 6.2791e-04
Q, core-hole 3d: 9.12371e-04 bohr^2
D, core-hole atomic 4p: 2.28665e-03 bohr
Radial factor [Q/(r_1s D)]^2, atomic 4p: 45.3574
rho, atomic 4p with core hole: 0.02848
Integrated ratio with 4 d holes: 0.01139
Q, ground-state 3d: 7.99800e-04 bohr^2
D, ground-state 4p: 2.33295e-03 bohr
rho, ground-state orbitals: 0.02103
3d mean radius, ground: 1.1320 bohr
3d mean radius, core hole: 1.0553 bohr
4p energy, ground potential: -0.05353 hartree
4p energy, core-hole potential: -0.05394 hartree
Continuum p energy: 0.51912 hartree
D_epsilon^2, box: 2.32744e-05 bohr^2/hartree
D_epsilon^2, outward: 2.32737e-05 bohr^2/hartree
Sphere radius: 2.7 bohr
3d weight in sphere: 0.97602
Atomic 4p weight in sphere: 0.20412
Continuum box-wave weight in sphere: 0.04561
Q, sphere-normalized: 9.23511e-04 bohr^2
D, sphere-normalized continuum p: 6.51627e-03 bohr
Radial factor, sphere waves: 5.7226
rho, sphere-normalized waves: 3.59328e-03
p weight matching quadrupole: 0.2156 percent
Dipole integral inside 1 bohr: 100.0000 percent
Quadrupole inside 1 bohr: 100.0000 percent
Continuum/4p amplitude ratio near 0.02 bohr: 0.61167
Continuum/4p dipole-integral ratio: 0.60857
Two-wave PAW / direct dipole integral: 1.000699
Full plane wave / formula, Z=1: 0.99997582
Full plane wave / formula, Z=26: 0.983855
Chosen line width: 1.5 eV
Lorentzian height: 11.5489 hartree^-1
Pre-edge height / continuum step: 2.9557 percent
```
